# Diffusion remaining during linear cooling, with a gettering example: a numerical check

```python
"""Integrated diffusivity left in a linear cooling ramp, and gettering.

Result under test: for T(t) = T0 - b*t and D(T) = D0*exp(-E/(k*T)),
    integral of D dt = D(T0)*k*T0**2/(E*b) * (1 - 2*k*T0/E + ...).
Symbols: T0 start temperature (K), b cooling rate (K/s), E activation
energy (eV), k Boltzmann constant (eV/K), x = E/(k*T0), h film thickness.
The example is sodium in an SiO2 film with an ideal sink on one face.
Material parameters are round, rough values. Lengths are in cm inside.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

K = k_joule / charge
D0, E, T0, B = 1.0, 1.2, 550.0, 0.1
H = 1000e-7
T_END, T_AMBIENT, T_NEWTON_END = 300.0, 300.0, 310.0
DROP = 0.1
SEGREGATION, GETTER = 100.0, 100e-7


def diffusivity(temp, energy=E):
    return D0 * np.exp(-energy / (K * temp))


def linear_rate(temp):
    return B


def newton_rate(temp):
    return B * (temp - T_AMBIENT) / (T0 - T_AMBIENT)


def budget(start, energy=E, end=0.0, rate=linear_rate):
    """Integral of D dt by quadrature over temperature, in cm2."""
    def integrand(temp):
        return np.exp(-energy / K * (1 / temp - 1 / start)) / rate(temp)
    value = quad(integrand, end, start, epsabs=0, epsrel=1e-10, limit=300)[0]
    return diffusivity(start, energy) * value


def leading(start, energy=E):
    return diffusivity(start, energy) * K * start**2 / (energy * B)


def fraction_left(theta):
    odd = 2 * np.arange(300) + 1
    decay = np.exp(-(odd * np.pi)**2 * theta / (4 * H**2))
    return np.sum(8 / (odd * np.pi)**2 * decay)


def implicit_step(conc, r, p):
    """One backward Euler step; r = D*dt/dz^2, p = half the cell drift number.
    First face reflects, last face is an ideal sink; p > 0 drives to the sink."""
    bands = np.zeros((3, conc.size))
    bands[0, 1:] = -r * (1 - p)
    bands[1] = 1 + 2 * r
    bands[1, 0] = 1 + r * (1 + p)
    bands[1, -1] = 1 + r * (3 - p)
    bands[2, :-1] = -r * (1 + p)
    return solve_banded((1, 1), bands, conc)


def simulate(drop, cells=200, dt=0.5):
    """Fraction left after the real-time ramp from T0 to T_END."""
    conc = np.ones(cells)
    dz = H / cells
    for step in range(int(round((T0 - T_END) / (B * dt)))):
        temp = T0 - B * dt * (step + 0.5)
        r = diffusivity(temp) * dt / dz**2
        conc = implicit_step(conc, r, drop / (K * temp) / (2 * cells))
    return conc.mean()


# Rigorous bounds, checked against quadrature of the definition.
for ratio in (1.0, 3.0, 10.0, 25.0, 100.0):
    energy = ratio * K * T0
    R = budget(T0, energy) / leading(T0, energy)
    assert 1 - 2 / ratio < R < 1 - 2 / ratio + 6 / ratio**2


def first_coefficient(**options):
    """Limit of x*(ratio - 1) at large x, with the 1/x term extrapolated."""
    values = []
    for ratio in (200.0, 400.0):
        energy = ratio * K * T0
        R = budget(T0, energy, **options) / leading(T0, energy)
        values.append(ratio * (R - 1))
    return 2 * values[1] - values[0]


coef_linear = first_coefficient()
coef_newton = first_coefficient(end=T_NEWTON_END, rate=newton_rate)
assert abs(coef_linear + 2) < 1e-3
assert abs(coef_newton - (-2 + T0 / (T0 - T_AMBIENT))) < 5e-3

# Example: estimate, correction and direct integral.
x = E / (K * T0)
theta0 = leading(T0)
theta1 = theta0 * (1 - 2 / x)
theta = budget(T0)
times = np.linspace(0, (T0 - T_END) / B, 200001)
d_time = diffusivity(T0 - B * times)
theta_time = np.sum((d_time[1:] + d_time[:-1]) / 2) * (times[1] - times[0])
assert abs(theta_time / theta - 1) < 1e-6

# Share omitted below the real end temperature.
omitted = budget(T_END) / theta
omitted_estimate = (T_END / T0)**2 * np.exp(-E / K * (1 / T_END - 1 / T0))
assert abs(omitted_estimate / omitted - 1) < 0.06

# Sensitivity to the start temperature.
slope = np.log(budget(T0 + 0.1) / budget(T0 - 0.1)) / 0.2
assert abs(slope * T0 / (x + 2) - 1) < 0.005

# Temperature by which 90 percent of the budget is spent.
T90 = brentq(lambda t: np.log(budget(t) / (0.1 * theta)), 400, T0)

# Freeze-out temperature: remaining budget equals thickness squared.
freeze = brentq(lambda t: np.log(budget(t) / H**2), 450, 700)
freeze0 = brentq(lambda t: np.log(leading(t) / H**2), 450, 700)
x_freeze = E / (K * freeze)
shift_estimate = 2 * freeze / x_freeze**2
assert abs((freeze - freeze0) / shift_estimate - 1) < 5 / x_freeze

# Real-time diffusion against the series in the integrated diffusivity.
left = fraction_left(theta)
left_sim = simulate(0.0)
left_coarse = simulate(0.0, cells=100, dt=1.0)
assert abs(left_sim - left) < 2e-3

# Drift term of the solver against the mean capture time (units h^2/D).
for v in (-2.0, 2.0):
    n, big = 200, 1e9
    conc = implicit_step(np.ones(n), big, v / (2 * n))
    mean_time = big * conc.mean() / n**2
    expected = quad(lambda y: y * (1 - np.exp(-v * y)) / v, 0, 1)[0]
    assert abs(mean_time / expected - 1) < 1e-3

left_toward, left_away = simulate(DROP), simulate(-DROP)
assert left_toward < left_sim < left_away

theta_newton = budget(T0, end=T_NEWTON_END, rate=newton_rate)
theta_low, theta_high = budget(T0, E - 0.1), budget(T0, E + 0.1)
theta_hot = budget(T0 + 5)
capacity_left = 1 / (1 + SEGREGATION * GETTER / H)

print(f"prefactor D0 (rough): {D0:.1f} cm2/s")
print(f"activation energy E (rough): {E:.2f} eV")
print(f"start temperature T0: {T0:.0f} K")
print(f"cooling rate b: {B:.2f} K/s")
print(f"film thickness h: {H*1e7:.0f} nm")
print(f"kT0: {K*T0:.5f} eV")
print(f"x = E/kT0: {x:.3f} (no unit)")
print(f"D(T0): {diffusivity(T0):.4e} cm2/s")
print(f"temperature scale kT0^2/E: {T0/x:.2f} K")
print(f"effective time kT0^2/(Eb): {T0/(x*B):.1f} s")
print(f"leading estimate: {theta0:.4e} cm2")
print(f"first correction -2kT0/E: {-200/x:.2f} %")
print(f"corrected estimate: {theta1:.4e} cm2")
print(f"direct integral: {theta:.4e} cm2")
print(f"direct integral, converted: {theta*1e14:.4e} nm2")
print(f"true change from leading: {100*(theta/theta0-1):.2f} %")
print(f"error of corrected estimate: {100*(theta1/theta-1):.2f} %")
print(f"bound 6/x^2 on remainder: {600/x**2:.2f} % of leading")
print(f"square root of integral: {np.sqrt(theta)*1e7:.1f} nm")
print(f"large-x coefficient, linear: {coef_linear:.4f} (no unit)")
print(f"90 % of budget spent by: {T90:.1f} K")
print(f"fraction left, leading: {100*fraction_left(theta0):.2f} %")
print(f"fraction left, corrected: {100*fraction_left(theta1):.2f} %")
print(f"fraction left, direct integral: {100*left:.2f} %")
print(f"fraction left, real-time solver: {100*left_sim:.2f} %")
print(f"solver shift, coarse minus fine: {100*(left_coarse-left_sim):.3f} %-points")
print(f"freeze-out, direct integral: {freeze:.2f} K")
print(f"freeze-out, leading estimate: {freeze0:.2f} K")
print(f"freeze-out shift 2T/x^2: {shift_estimate:.2f} K")
print(f"end temperature of linear ramp: {T_END:.0f} K")
print(f"share omitted below end: {omitted:.2e} (no unit)")
print(f"same share, estimate: {omitted_estimate:.2e} (no unit)")
print(f"ambient for Newtonian cooling: {T_AMBIENT:.0f} K")
print(f"end of Newtonian integral: {T_NEWTON_END:.0f} K")
print(f"large-x coefficient, Newtonian: {coef_newton:.4f} (no unit)")
print(f"Newtonian first term: {100*T0/(x*(T0-T_AMBIENT)):+.2f} %")
print(f"Newtonian integral: {theta_newton:.4e} cm2")
print(f"Newtonian vs leading: {100*(theta_newton/theta0-1):+.2f} %")
print(f"fraction left, Newtonian: {100*fraction_left(theta_newton):.2f} %")
print(f"log slope in T0: {100*slope:.2f} %/K")
print(f"integral change for T0 + 5 K: {100*(theta_hot/theta-1):+.1f} %")
print(f"integral factor for E - 0.1 eV: {theta_low/theta:.3f} (no unit)")
print(f"integral factor for E + 0.1 eV: {theta_high/theta:.3f} (no unit)")
print(f"fraction left for E - 0.1 eV: {100*fraction_left(theta_low):.2f} %")
print(f"fraction left for E + 0.1 eV: {100*fraction_left(theta_high):.2f} %")
print(f"assumed potential drop: {DROP:.2f} V")
print(f"field from that drop: {DROP/H*1e-6:.4f} MV/cm")
print(f"drop over kT0/e: {DROP/(K*T0):.2f} (no unit)")
print(f"fraction left, drift to sink: {100*left_toward:.2f} %")
print(f"fraction left, drift from sink: {100*left_away:.2f} %")
print(f"assumed getter thickness: {GETTER*1e7:.0f} nm")
print(f"assumed segregation ratio: {SEGREGATION:.0f} (no unit)")
print(f"equilibrium left, finite getter: {100*capacity_left:.2f} %")
print("tests ok")
```

Printed output:

```
prefactor D0 (rough): 1.0 cm2/s
activation energy E (rough): 1.20 eV
start temperature T0: 550 K
cooling rate b: 0.10 K/s
film thickness h: 1000 nm
kT0: 0.04740 eV
x = E/kT0: 25.319 (no unit)
D(T0): 1.0095e-11 cm2/s
temperature scale kT0^2/E: 21.72 K
effective time kT0^2/(Eb): 217.2 s
leading estimate: 2.1930e-09 cm2
first correction -2kT0/E: -7.90 %
corrected estimate: 2.0198e-09 cm2
direct integral: 2.0376e-09 cm2
direct integral, converted: 2.0376e+05 nm2
true change from leading: -7.09 %
error of corrected estimate: -0.87 %
bound 6/x^2 on remainder: 0.94 % of leading
square root of integral: 451.4 nm
large-x coefficient, linear: -1.9997 (no unit)
90 % of budget spent by: 507.0 K
fraction left, leading: 47.25 %
fraction left, corrected: 49.35 %
fraction left, direct integral: 49.13 %
fraction left, real-time solver: 49.14 %
solver shift, coarse minus fine: 0.010 %-points
freeze-out, direct integral: 584.02 K
freeze-out, leading estimate: 582.27 K
freeze-out shift 2T/x^2: 2.05 K
end temperature of linear ramp: 300 K
share omitted below end: 2.11e-10 (no unit)
same share, estimate: 2.04e-10 (no unit)
ambient for Newtonian cooling: 300 K
end of Newtonian integral: 310 K
large-x coefficient, Newtonian: 0.2000 (no unit)
Newtonian first term: +8.69 %
Newtonian integral: 2.2194e-09 cm2
Newtonian vs leading: +1.21 %
fraction left, Newtonian: 46.94 %
log slope in T0: 4.95 %/K
integral change for T0 + 5 K: +27.8 %
integral factor for E - 0.1 eV: 8.942 (no unit)
integral factor for E + 0.1 eV: 0.113 (no unit)
fraction left for E - 0.1 eV: 0.90 %
fraction left for E + 0.1 eV: 82.91 %
assumed potential drop: 0.10 V
field from that drop: 0.0010 MV/cm
drop over kT0/e: 2.11 (no unit)
fraction left, drift to sink: 30.18 %
fraction left, drift from sink: 65.85 %
assumed getter thickness: 100 nm
assumed segregation ratio: 100 (no unit)
equilibrium left, finite getter: 9.09 %
tests ok
```
